# Spin-orbit constant of an open shell outside a frozen closed-shell core, part 1

(Sections cited here and not found follow in the later parts.)

## Setting

An atom has nuclear charge \(Z\), a core of closed shells, and electrons in one open shell \(a=(n,l)\). Atomic units are used (\(\hbar=m_e=e=4\pi\varepsilon_0=1\), \(c=1/\alpha\)). The nucleus is a fixed point charge and the electron \(g\) factor is 2. All orbitals are nonrelativistic, orthonormal and of central-field form, \(\phi=R(r)Y_{lm}(\hat{\mathbf r})\), with real \(R\) and \(P=rR\). Both spin directions share the same spatial orbital. The core orbitals are frozen: they do not respond to the valence electrons or to the spin-orbit interaction. The perturbation, treated to first order in \(\alpha^2\), is the spin-orbit part of the Breit-Pauli Hamiltonian,

\[
H=\frac{\alpha^2}{2}\sum_i \frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i+\sum_{i\neq j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad
\mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3},
\]

with \(\mathbf r_{12}=\mathbf r_1-\mathbf r_2\), \(\mathbf p=-i\nabla\), \(\mathbf l=\mathbf r\times\mathbf p\), and the sum over ordered pairs.

The term \(\mathbf g(i,j)\cdot\mathbf s_i\) is the spin-own-orbit interaction. It is the nuclear term with the nucleus replaced by electron \(j\), that is \(Z\to-1\) and \(\mathbf r_i\to\mathbf r_{ij}\), and it contains the Thomas factor \(\tfrac12\). The term \(\mathbf g(i,j)\cdot2\mathbf s_j\) is the spin-other-orbit interaction. Electron \(i\), of charge \(-1\) and velocity \(\mathbf p_i\), produces at \(\mathbf r_j\) the field \(\mathbf B=-\alpha\,\mathbf p_i\times(\mathbf r_j-\mathbf r_i)/r_{ij}^3=-\alpha\,\mathbf r_{ij}\times\mathbf p_i/r_{ij}^3\). The moment of electron \(j\) is \(\boldsymbol\mu=-\alpha\mathbf s_j\), so its energy is \(-\boldsymbol\mu\cdot\mathbf B=-\alpha^2\,\mathbf s_j\cdot\mathbf r_{ij}\times\mathbf p_i/r_{ij}^3=2\,\mathbf g(i,j)\cdot\mathbf s_j\). No Thomas factor enters, which is the origin of the relative weight 2.

Two-electron elements are written \(\langle pr|O|qs\rangle=\iint\phi_p^*(1)\phi_r^*(2)\,O\,\phi_q(1)\phi_s(2)\). Repeated Cartesian indices are summed, and \(\lambda_x=x(x+1)\), with \(\lambda_a=l(l+1)\), \(\lambda_c=l_c(l_c+1)\), \(\lambda_k=k(k+1)\). The numerical check, with its output, supplies the tests and numbers quoted below.

## (a) The spatial matrix element

**Problem.** Express \(\mathbf g(1,2)\) through the gradient of \(1/r_{12}\), show that it is Hermitian, and find a form of \(\langle pr|\mathbf g(1,2)|qs\rangle\) in which no derivative acts on \(1/r_{12}\). Recover the nuclear term from the same structure.

**Solution.** Differentiation gives \(\nabla_1(1/r_{12})=-\mathbf r_{12}/r_{12}^3\), so

\[
\mathbf g(1,2)=\frac{\alpha^2}{2}\,\nabla_1\!\Big(\frac1{r_{12}}\Big)\times\mathbf p_1 .
\]

The operator only multiplies in the coordinates of electron 2, so that integration can be done first. It produces the potential of the overlap charge \(\phi_r^*\phi_s\):

\[
\langle pr|\mathbf g|qs\rangle=\frac{\alpha^2}{2}\int\phi_p^*\,\nabla U_{rs}\times\mathbf p\,\phi_q\,d^3r,\qquad
U_{rs}(\mathbf r_1)=\int\frac{\phi_r^*(2)\phi_s(2)}{r_{12}}\,d^3r_2. \tag{1}
\]

The singularity of \(\nabla_1(1/r_{12})\) is of order \(r_{12}^{-2}\), which is integrable in three dimensions, so the gradient may be taken outside the integral.

For a real function \(U\), the adjoint of \(\epsilon_{ijk}(\partial_jU)p_k\) is \(\epsilon_{ijk}p_k(\partial_jU)=\epsilon_{ijk}(\partial_jU)p_k-i\epsilon_{ijk}(\partial_k\partial_jU)\). The last term vanishes because a symmetric second derivative is contracted with an antisymmetric symbol. With \(U=1/r_{12}\) this shows that \(\mathbf g\) is Hermitian.

Moving \(\partial_j\) off \(U\) by parts, with no surface term for bound orbitals,

\[
-i\,\epsilon_{ijk}\int\phi_p^*(\partial_jU)(\partial_k\phi_q)=+i\,\epsilon_{ijk}\int U\big[(\partial_j\phi_p^*)(\partial_k\phi_q)+\phi_p^*\,\partial_j\partial_k\phi_q\big].
\]

The second term in the bracket vanishes for the same reason as before. Therefore

\[
\langle pr|\mathbf g|qs\rangle=\frac{i\alpha^2}{2}\iint(\nabla\phi_p^*\times\nabla\phi_q)(1)\,\frac{1}{r_{12}}\,\phi_r^*(2)\phi_s(2). \tag{2}
\]

For a spherical \(U(r)\) one has \(\nabla U=U'\,\mathbf r/r\), and

\[
\frac{\alpha^2}{2}\nabla U\times\mathbf p=\frac{\alpha^2}{2}\,\frac{U'}{r}\,\mathbf l. \tag{3}
\]

With \(U=-Z/r\), \(U'/r=Z/r^3\), which is the nuclear term. Its contribution to the constant of shell \(a\) is \(\zeta_{\rm nuc}=\tfrac{\alpha^2}{2}Z\langle r^{-3}\rangle\), with \(\langle r^{-3}\rangle=\int P_a^2r^{-3}dr\), finite for \(l\ge1\).

The program evaluates (1) by three-dimensional quadrature with a finite-difference \(\nabla U\), evaluates (2) on the same grid, and finds agreement for s, p and d Gaussians. It also tests (2) against analytic integrals, whose overall sign convention it takes from the quadrature, and, with \(U=-1/r\), against \(\langle r^{-3}\rangle\,\mathbf l\).

## (b) Reduction to a one-body operator

**Problem.** Consider all determinants in which every core spin orbital is occupied and \(N\) electrons are in shell \(a\). Within this space, split the two-electron part of \(H\) by the number of core indices, and identify which pieces are constants, one-body or two-body operators.

**Solution.** Each unordered pair appears twice in the sum over \(i\ne j\), so the sum equals \(\sum_{i<j}h(i,j)\) with the symmetric pair operator

\[
h(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1). \tag{4}
\]

Capital letters denote spin orbitals, \(I,J\) in the core and \(A,B,\dots\) in the open shell. With \(\langle PQ\|RS\rangle=\langle PQ|h|RS\rangle-\langle PQ|h|SR\rangle\), which is antisymmetric in \(P,Q\) and in \(R,S\) because \(h(1,2)=h(2,1)\),

\[
H_2=\tfrac14\sum_{PQRS}\langle PQ\|RS\rangle\,a_P^\dagger a_Q^\dagger a_Sa_R .
\]

Between states with a full core, an operator string survives only if every core orbital it empties is refilled, and a core orbital can be created only if it was emptied. The core indices among \(P,Q\) are therefore the same set as those among \(R,S\). Three cases remain.

With two core indices on each side, \((P,Q)=(I,J)\) and \((R,S)=(I,J)\) or \((J,I)\). The string \(a_I^\dagger a_J^\dagger a_Ja_I\) equals 1 for \(I\neq J\), and the second ordering reverses the sign of both the string and the integral. The result is the constant \(E_{cc}=\tfrac12\sum_{IJ}\langle IJ\|IJ\rangle\).

With one core index on each side there are four placements. For \(P=A,\ Q=I,\ R=B,\ S=I\) the string is \(a_A^\dagger\,(a_I^\dagger a_I)\,a_B=a_A^\dagger a_B\). Each of the other three follows by swapping \(P\leftrightarrow Q\) or \(R\leftrightarrow S\), which changes the sign of string and integral together. The four equal terms cancel the factor \(\tfrac14\):

\[
H_{cv}=\sum_{AB}F_{AB}\,a_A^\dagger a_B,\qquad F_{AB}=\sum_I\big[\langle AI|h|BI\rangle-\langle AI|h|IB\rangle\big]. \tag{5}
\]

With no core index, the valence-valence operator \(H_{vv}=\tfrac14\sum\langle AB\|A'B'\rangle a_A^\dagger a_B^\dagger a_{B'}a_{A'}\) remains.

Equation (5) is exact within the frozen-core space and holds for any \(N\), since \(F\) does not refer to the valence occupation. \(H_{vv}\) vanishes for \(N\le1\) and in general does not reduce to a one-body operator for larger \(N\); it is taken up in part (h).

## (c) Spin sums

**Problem.** Carry out the sum over core spins in (5), keeping own-orbit and other-orbit terms apart. Evaluate \(E_{cc}\).

**Solution.** Write \(A=a\sigma\), \(B=b\sigma'\), \(I=c\tau\), where \(a,b,c\) are spatial orbitals, and \(\mathbf s_{\sigma\sigma'}=\langle\sigma|\mathbf s|\sigma'\rangle\). Two facts are used: \(\sum_\tau\mathbf s_{\tau\tau}=0\) and \(\sum_\tau\delta_{\tau\tau}=2\).

In the direct term electron 1 goes from \(B\) to \(A\) and electron 2 stays in \(I\). The four pieces of (4) give:

1. \(\mathbf g(1,2)\cdot\mathbf s_1\) (own-orbit of the valence electron): the spin factor is \(\mathbf s_{\sigma\sigma'}\sum_\tau1=2\mathbf s_{\sigma\sigma'}\), the spatial factor \(\langle ac|\mathbf g(1,2)|bc\rangle\).
2. \(\mathbf g(1,2)\cdot2\mathbf s_2\) (core spin in the field of the valence orbit): the spin factor is \(2\delta_{\sigma\sigma'}\sum_\tau\mathbf s_{\tau\tau}=0\).
3. \(\mathbf g(2,1)\cdot\mathbf s_2\) (own-orbit of the core electron): the spin factor is again proportional to \(\sum_\tau\mathbf s_{\tau\tau}=0\).
4. \(\mathbf g(2,1)\cdot2\mathbf s_1\) (valence spin in the field of the core orbits): the spin factor is \(4\mathbf s_{\sigma\sigma'}\), so the spatial factor must be examined.

Relabelling the electrons, \(\langle ac|\mathbf g(2,1)|bc\rangle=\langle ca|\mathbf g(1,2)|cb\rangle\), and by (2) the sum over \(c\) contains \(\mathbf w=\sum_c\nabla\phi_c^*\times\nabla\phi_c\). Since \(Y_{lm}^*=(-1)^mY_{l,-m}\), complex conjugation maps a closed shell onto itself up to signs that appear twice. Replacing every \(\phi_c\) by \(\phi_c^*\) thus leaves the sum unchanged, while it turns each term into \(\nabla\phi_c\times\nabla\phi_c^*=-\nabla\phi_c^*\times\nabla\phi_c\). Hence \(\mathbf w=-\mathbf w=0\). A closed shell carries no current and produces no orbital magnetic field.

The direct term is therefore purely spin-own-orbit. The direct spin-other-orbit interaction with a closed shell is zero.

In the exchange term \(\langle AI|h|IB\rangle\), electron 1 goes from \(I\) to \(A\) and electron 2 from \(B\) to \(I\). The core spin now links the two electrons:

\[
\mathbf s_1:\ \sum_\tau\mathbf s_{\sigma\tau}\,\delta_{\tau\sigma'}=\mathbf s_{\sigma\sigma'},\qquad
\mathbf s_2:\ \sum_\tau\delta_{\sigma\tau}\,\mathbf s_{\tau\sigma'}=\mathbf s_{\sigma\sigma'} .
\]

Both spin operators give the same matrix, so \(\mathbf s_1+2\mathbf s_2\) and \(\mathbf s_2+2\mathbf s_1\) each give \(3\mathbf s_{\sigma\sigma'}\), one part from own-orbit and two from other-orbit. The spatial factors are \(\langle ac|\mathbf g(1,2)|cb\rangle\) and \(\langle ac|\mathbf g(2,1)|cb\rangle=\langle ca|\mathbf g(1,2)|bc\rangle\). Collecting terms with the minus sign of (5), and writing \(\mathbf g\) for \(\mathbf g(1,2)\),

\[
F=\mathbf s\cdot\mathbf T,\qquad
\mathbf T_{ab}=\sum_c\big[2\langle ac|\mathbf g|bc\rangle-3\langle ac|\mathbf g|cb\rangle-3\langle ca|\mathbf g|bc\rangle\big], \tag{6}
\]

where \(c\) runs over spatial core orbitals. The other-orbit interaction enters only through exchange, where it is exactly twice the own-orbit exchange.

For \(E_{cc}\), set \(A=B=J\) and sum over the spin of \(J\) as well. Every surviving term of (6) is proportional to \(\mathbf s_{\sigma\sigma'}\), and its trace is zero, so \(E_{cc}=0\). The nuclear term summed over the core vanishes for the same reason.

The same sums dispose of the dipolar spin-spin interaction between core and valence electrons, which has the form \(t_{ij}s_{1i}s_{2j}\) with \(t_{ij}\) symmetric and traceless. Its direct part contains \(\sum_\tau\mathbf s_{\tau\tau}=0\). Its exchange part contains \(s_is_j=\tfrac14\delta_{ij}+\tfrac i2\epsilon_{ijk}s_k\), whose contraction with \(t_{ij}\) is zero. For one electron outside the core, the operator \(H\) above is thus not supplemented by a first-order spin-spin splitting.

The program builds the full spin-orbital tensor of \(h\) for the sodium orbitals of part (i) and tests by explicit summation that \(E_{cc}=0\), that the direct other-orbit block vanishes, and that own-orbit and other-orbit exchange are one third and two thirds of the exchange total. The vanishing of the core current is tested for s, p, d and f model shells.

## (d) The angular form of \(F\)

**Problem.** Use rotation and inversion symmetry to find which shells \(F\) connects and what operator it is within shell \(a\). Give a trace formula for the constant that appears, and relate the two exchange terms of (6).

The core-valence spin-orbit interaction is now the one-body operator \(F\) of (5), and the core spin sums give it the form (6), in which the other-orbit interaction enters only through exchange. It remains to answer (d) on the angular form of \(F\), to evaluate the direct and exchange terms, and to apply the result.
